# Joule heating of a phase-change memory cell during a read

## Problem

A phase-change memory cell stores a bit as the resistance of a small volume of material. In the set state the material is crystalline and the cell has $R_{\rm set}=10\ \mathrm{k\Omega}$. In the reset state part of it is amorphous and the cell has $R_{\rm reset}=1\ \mathrm{M\Omega}$. The bit is read by applying $V=0.1$ V and measuring the current. The thermal resistance between the hot spot and the surroundings is $R_{\rm th}=5$ K/µW.

(a) By how much does each state warm during a read?

(b) How long must the read last for this steady warming to be reached?

(c) The estimate gives both states the same thermal resistance. How far does the reset result move when the heat is released in a small amorphous plug?

(d) What changes at 85 °C, and how far is a read from melting the material?

## Solution

### (a) The steady warming

Assume that the full 0.1 V lies across the cell and that $R$ is its resistance at the read voltage and temperature. The current is $I=V/R$, so the electrical power turned into heat is

$$P=VI=\frac{V^2}{R}.$$

Let $\Delta T$ be the rise of the hot spot above its surroundings and $C$ its heat capacity. Heat enters at the rate $P$ and leaves at the rate $\Delta T/R_{\rm th}$, which defines $R_{\rm th}$:

$$C\,\frac{d\Delta T}{dt}=P-\frac{\Delta T}{R_{\rm th}}.$$

In the steady state the left side is zero, and therefore

$$\Delta T=R_{\rm th}P=\frac{R_{\rm th}V^2}{R}.$$

For the set state,

$$P=\frac{(0.1\ \mathrm V)^2}{10^4\ \Omega}=1\ \text{µW},\qquad \Delta T=5\ \frac{\mathrm K}{\text{µW}}\times 1\ \text{µW}=5\ \mathrm K .$$

For the reset state,

$$P=\frac{(0.1\ \mathrm V)^2}{10^6\ \Omega}=0.01\ \text{µW},\qquad \Delta T=5\ \frac{\mathrm K}{\text{µW}}\times 0.01\ \text{µW}=0.05\ \mathrm K .$$

The currents are 10 µA and 0.1 µA. The more resistive state warms less because the voltage is held fixed: the ratio of the two warmings is $R_{\rm reset}/R_{\rm set}=100$. If the current were held fixed instead, the power would be $I^2R$ and the order would be reversed.

### (b) The time to reach it

A definite geometry is now needed. Take a pillar of length $L=50$ nm and diameter 50 nm, hence of area $A=\pi(25\ \mathrm{nm})^2=1963\ \mathrm{nm^2}$. Its ends are held at ambient temperature and no heat leaves through the side wall.

In the set state the power is released uniformly. The rise $\theta(x)$ obeys

$$\kappa A\,\theta''=-\frac{P}{L},\qquad \theta(0)=\theta(L)=0,$$

where $\kappa$ is the thermal conductivity. Two integrations and the end conditions give

$$\theta(x)=\frac{P\,x(L-x)}{2\kappa AL}.$$

At the midpoint $x=L/2$ this is $PL/(8\kappa A)$, so $R_{\rm th}=L/(8\kappa A)$. The stated 5 K/µW then requires $\kappa=L/(8AR_{\rm th})=0.637$ W/(m K).

With heat capacity $c$ per volume, a departure from the steady profile obeys $c\,\partial_t u=\kappa\,\partial_x^2u$ and vanishes at both ends. Its slowest mode is $\sin(\pi x/L)\,e^{-t/\tau}$. Inserting this gives $c/\tau=\kappa\pi^2/L^2$, or

$$\tau=\frac{cL^2}{\pi^2\kappa}.$$

For $c=1.3\ \mathrm{J/(cm^3\,K)}$ this is 0.52 ns. With the less conductive plug of part (c), the numerical solution gives 0.64 ns. After five time constants, about 3 ns, the slowest mode has fallen to $e^{-5}$, less than 1 % of its initial size, so a read of a few nanoseconds is long enough. A 50 ns read lasts nearly 80 of these longer times, so the pillar reaches its steady state. If the electrodes or the surroundings warm up themselves, a slower rise can follow. A pulse well under a nanosecond would warm the cell less.

### (c) Heat released in an amorphous plug

Let the reset pillar contain a central plug of length $w=20$ nm with thermal conductivity $\kappa_a=0.2$ W/(m K). The two crystalline legs keep the set-state resistivity. They contribute $10\ \mathrm{k\Omega}\times 30/50=6\ \mathrm{k\Omega}$ of the 1 MΩ, so 99.4 % of the heat is released in the plug. The formulas below put all of it there.

Two thermal resistances are useful, one for a leg and one for half of the plug:

$$R_c=\frac{(L-w)/2}{\kappa A}=12.0\ \frac{\mathrm K}{\text{µW}},\qquad R_a=\frac{w/2}{\kappa_aA}=25.5\ \frac{\mathrm K}{\text{µW}}.$$

**Joule heat.** By symmetry $P/2$ leaves through each leg, so each plug face rises by $PR_c/2$. The midpoint is hotter than the faces by the result for a uniformly heated rod of length $w$, which is $Pw/(8\kappa_aA)=PR_a/4$. Hence

$$\Delta T_{\rm mid}=P\left(\frac{R_c}{2}+\frac{R_a}{4}\right)=0.01\,(6.0+6.4)\ \mathrm K\approx0.12\ \mathrm K .$$

A numerical solution of the potential and heat equations, with the leg heat included, gives 0.123 K. This is about 2.5 times the estimate in (a), because the heat starts near the middle and must cross a poor conductor.

**Peltier heat.** The crystalline and amorphous materials have different Seebeck coefficients. When a current $I$ crosses the boundary, heat $Q=\Delta S\,T\,I$ is released at one plug face and absorbed at the other. With a step $\Delta S=0.9$ mV/K and $T=300$ K,

$$Q=0.9\times10^{-3}\times300\times0.1\ \text{µW}=0.027\ \text{µW}.$$

This exceeds the Joule power of 0.01 µW. The total heat released is still very nearly $V^2/R$: the two faces differ in temperature by less than 0.5 K, so the two Peltier terms almost cancel in the sum. They do not cancel locally.

The heat equation is linear, so the Peltier rise can be found separately and added. Its sources are equal and opposite, so it vanishes at the midpoint. From the warm face, heat flows to ambient through $R_c$ and to the midpoint through $R_a$, two paths in parallel. Adding the Joule rise of the face gives

$$\Delta T_{\rm face}=Q\,\frac{R_aR_c}{R_a+R_c}+\frac{PR_c}{2}=0.22\ \mathrm K+0.06\ \mathrm K=0.28\ \mathrm K .$$

This face is the hottest point. Going from it into the plug, the Peltier part falls by $0.22\ \mathrm K/10\ \mathrm{nm}=0.022$ K/nm. The Joule part climbs by at most $(P/2)/(\kappa_aA)=0.013$ K/nm, so the sum falls. The numerical solution also gives a peak of 0.28 K. Reversing the current exchanges the warm and cool faces and leaves the peak unchanged.

The estimate of 0.05 K is thus the right answer to the lumped question, but in this pillar the local peak is between five and six times larger. The set state still warms about 18 times more than the reset state, instead of 100 times.

The Peltier rise is proportional to $V$ and the Joule rise to $V^2$. At fixed resistance, lowering the read voltage therefore makes the Peltier share of the face temperature larger. Raising it above about 0.17 V makes the Joule slope exceed the Peltier slope, and the hottest point moves from the face into the plug.

### (d) Temperature of use, and distance from melting

Let the resistivity of the plug vary as $e^{E_a/kT}$ with $E_a=0.3$ eV, and hold the leg resistivity, the Seebeck step and all thermal conductivities at their room-temperature values. Between 300 K and 358 K (85 °C) the cell resistance then falls from 1 MΩ to 157 kΩ. The lumped estimate becomes

$$\Delta T=5\ \frac{\mathrm K}{\text{µW}}\times\frac{(0.1\ \mathrm V)^2}{157\ \mathrm{k\Omega}}=0.32\ \mathrm K .$$

The current has grown by the same factor of about 6.4. The Peltier heat $\Delta S\,T\,I$ also contains the temperature, so it has grown by $6.4\times358/300\approx7.6$. The local peak is now about 2 K. The factor $358/300$ comes from holding $\Delta S$ fixed. In an activated conductor the Seebeck coefficient falls roughly as $1/T$; then $\Delta S\,T$ stays nearly constant, the Peltier heat grows only by 6.4, and the peak is about 1.8 K. A cell specified as 1 MΩ at room temperature should not be assigned that resistance when hot.

For melting, take a rise of roughly 600 K. With $R_{\rm th}$ and the set resistance held constant, it needs

$$P=\frac{600\ \mathrm K}{5\ \mathrm{K/\text{µW}}}=120\ \text{µW},\qquad V=\sqrt{PR_{\rm set}}=\sqrt{1.2\times10^{-4}\times10^4}\ \mathrm V=1.1\ \mathrm V .$$

The set-state read uses 1 µW, less than a hundredth of this power. The voltage is only a scale, since both resistances change over such a large temperature range.

## A few cases

All rows have 0.1 V applied. "Lumped" means 5 K/µW times the power in the cell; "local peak" is the hottest point of the pillar.

| Case | $R$ | Lumped | Local peak |
|---|---|---|---|
| Set, 300 K | 10 kΩ | 5 K | 5 K |
| Set, 1 kΩ in series | 10 kΩ | 4.1 K | 4.1 K |
| Reset, 300 K, Joule heat alone | 1 MΩ | 0.05 K | 0.12 K |
| Reset, 300 K, with Peltier heat | 1 MΩ | 0.05 K | 0.28 K |
| Reset, 358 K, with Peltier heat | 157 kΩ | 0.32 K | about 2 K |

The second row describes an access device or lead of resistance $R_s$. The current is $V/(R+R_s)$, so the power in the cell is $V^2R/(R+R_s)^2$. Compared with $V^2/R$ this is smaller by the factor $[R/(R+R_s)]^2=(10/11)^2=0.83$.

## Smaller corrections

**Resistance feedback.** Warming lowers an activated resistance, which raises the power. Let $\Delta T_0$ be the rise without feedback, and take the whole cell to be at the temperature of the hot spot. Then

$$\Delta T=\Delta T_0\exp\left[\frac{E_a}{k}\left(\frac1T-\frac1{T+\Delta T}\right)\right]\approx\Delta T_0\left(1+\frac{E_a\,\Delta T_0}{kT^2}\right).$$

The last step uses $1/T-1/(T+\Delta T)\approx\Delta T/T^2$, replaces $\Delta T$ by $\Delta T_0$ in the small exponent, and expands the exponential to first order. With 0.03 eV for the set state, 5 K becomes 5.1 K. With 0.3 eV for the reset state, 0.05 K becomes 0.0501 K. For the uniform set pillar this is an upper estimate, because the rest of the pillar is cooler than the hot spot and its resistance falls less. For the reset pillar of part (c) it is not. The mean Joule rise of the plug is $P(R_c/2+R_a/6)\approx0.10$ K, and the Peltier part averages to zero over the plug. This feedback alone raises the power by about 0.4 % instead of 0.2 %. The two plug faces also differ by $2\times0.22=0.44$ K, and the resulting Seebeck voltage $\Delta S\times0.44\ \mathrm K\approx0.4$ mV opposes the applied 0.1 V and lowers the current by about 0.4 %. For these parameters the two effects nearly cancel, and each is negligible.

**Field-assisted conduction.** Suppose that carriers in the plug hop between traps a distance $s=5$ nm apart. The field $V/w=0.05$ MV/cm lowers the barrier by $eVs/(2w)$ in one direction and raises it equally in the other. The net current is then proportional to $e^{x}-e^{-x}=2\sinh x$, with $x=eVs/(2kTw)=0.48$. Relative to the low-field line $2x$, the current is larger by $\sinh x/x=1.04$. If 1 MΩ is the low-field resistance, the reset power is therefore 4 % higher. If it was measured at 0.1 V, the effect is already included.

## Comparison with real cells

The pillar is a simplified confined phase-change cell with an insulated side wall. Its material parameters are rough values, not those of a particular alloy. The reset resistance of 1 MΩ implies a plug resistivity of about 10 Ω cm; amorphous phase-change alloys can be considerably more resistive at room temperature. At fixed voltage a more resistive plug carries less current, and both its Joule and its Peltier heating fall in proportion.

Real cells also lose heat through the side wall, and this loss need not be small. Suppose the pillar is surrounded by an oxide with conductivity 1.4 W/(m K) that reaches ambient temperature 100 nm from the axis. A wall at uniform temperature would then lose $2\pi\times1.4\times L/\ln(100/25)=0.32$ µW per kelvin, more than the $1/R_{\rm th}=0.2$ µW/K of the estimate. With the pillar conductivities unchanged, the rises in the table would be lower and the ratio of 18 between the states would change. The local peaks are therefore results for an insulated wall, not predictions for a given device.

The electrodes of real cells are not perfect heat sinks either, which brings in another Peltier effect in the set state. A Seebeck step $\Delta S$ at an electrode releases $\Delta S\,T/V$ times the Joule power; for an illustrative 0.1 mV/K at 300 K this is 30 %. In the pillar model that heat passes straight into the ambient. If one electrode is a poorer heat sink than the other, part of that heat adds to the 5 K or subtracts from it, depending on the direction of the current. With two equal electrodes, the heat released at one and absorbed at the other nearly cancel at the midpoint.

The main values for the insulated pillar are listed in the numerical output.

## Numbers as computed

```
read voltage: 0.1 V
thermal resistance: 5 K/uW
set resistance: 10 kohm
reset resistance: 1 Mohm
set current: 10 uA
reset current: 0.1 uA
set power: 1 uW
reset power: 0.01 uW
set warming, estimate: 5 K
reset warming, estimate: 0.05 K
ratio of warmings: 100 (no unit)
set warming, uniform pillar on grid: 5 K
reset warming, uniform pillar on grid: 0.05 K
pillar length: 50 nm
pillar diameter: 50 nm
amorphous plug length: 20 nm
pillar conductivity giving this Rth: 0.637 W/(m K)
plug thermal conductivity (rough): 0.2 W/(m K)
set resistivity implied: 0.0393 ohm cm
plug resistivity implied: 9.76 ohm cm
reset peak, heat in plug, no Peltier: 0.123 K
Seebeck step at plug face (rough): 0.9 mV/K
Peltier heat at one plug face: 0.027 uW
reset peak, heat in plug, with Peltier: 0.28 K
room temperature: 300 K
upper temperature of use: 358.15 K
reset resistance at upper temperature: 157 kohm
reset warming there, estimate: 0.318 K
reset peak there, plug and Peltier: 2.05 K
heat capacity (rough): 1.3 J/(cm3 K)
thermal time, set: 0.517 ns
thermal time, reset with plug: 0.642 ns
read pulse: 50 ns
activation energy, set (rough): 0.03 eV
activation energy, reset (rough): 0.3 eV
set warming with resistance feedback: 5.098 K
reset warming with resistance feedback: 0.0501 K
series resistance (rough): 1 kohm
cell voltage in set with series resistance: 0.09091 V
set warming with series resistance: 4.13 K
field in plug: 0.05 MV/cm
trap spacing (rough): 5 nm
hopping exponent x: 0.484 (no unit)
current gain from field: 1.039 (no unit)
melting-size rise (rough): 600 K
power for that rise: 120 uW
voltage for that rise at set resistance: 1.1 V
```
